# Alloy-limited electron mobility of bulk In0.53Ga0.47As

## Problem

In the alloy In$_{0.53}$Ga$_{0.47}$As the cation sites are occupied at random by In or Ga. An electron in the conduction band sees this randomness as a weak fluctuating potential and is scattered by it.

Take the following model.

- One isotropic parabolic valley, $E=k^2/2m$, with effective mass ratio $m=0.041$.
- Ga fraction $x=0.47$, with no correlation between the occupations of different sites.
- The potentials of a Ga cell and an In cell differ by $U=0.6$ eV, and this step fills one primitive cell of the fcc lattice. The cubic lattice constant is $a=5.87$ angstrom, a rough typical value.
- A low electron density, so that Boltzmann statistics hold, and a weak electric field.

The algebra is in atomic units ($\hbar=e=m_e=1$), so $m$ is a pure number.

1. Find the mean square matrix element of the disorder between two plane waves.
2. Find the scattering rate at energy $E$, and decide whether it is also the rate at which momentum is lost.
3. Derive the mobility set by alloy scattering alone.
4. Evaluate it at 300 K and at 77 K.
5. Estimate how far the neglected effects move the answer, and how much alloy scattering matters beside other mechanisms.

## Hints

**Hint 1.** A uniform potential scatters nothing. Subtract the average crystal first, and ask what potential remains in a Ga cell and in an In cell.

**Hint 2.** In the square of a sum over sites, the terms from two different sites average to zero if the sites are independent.

**Hint 3.** Compare the electron wavelength with the cell size. This decides whether the matrix element depends on the scattering angle.

**Hint 4.** The disorder potential does not act on spin. Which density of states belongs in the golden rule?

**Hint 5.** The mobility is not the scattering time at one energy divided by the mass. The Boltzmann equation supplies the weight with which different energies enter.

## Solution

### 1. The disorder matrix element

The average cell potential, measured from that of In, is $xU$. Relative to it, a site $j$ carries

$$\delta_j=\begin{cases}(1-x)U & \text{Ga, probability } x,\\ -xU & \text{In, probability } 1-x.\end{cases}$$

The mean vanishes, since $x(1-x)U-(1-x)xU=0$. The variance is

$$\langle\delta_j^2\rangle=x(1-x)^2U^2+(1-x)x^2U^2=x(1-x)U^2 .$$

It vanishes for either pure compound and, at fixed $U$, is largest at $x=1/2$.

Normalize plane waves in a crystal of volume $V$ with $N=V/\Omega$ primitive cells of volume $\Omega=a^3/4$. With $\mathbf q=\mathbf k'-\mathbf k$,

$$V_{\mathbf k'\mathbf k}=\frac1V\sum_j\delta_j\int_{\text{cell }j}e^{-i\mathbf q\cdot\mathbf r}\,d^3r\simeq\frac{\Omega}{V}\sum_j\delta_j\,e^{-i\mathbf q\cdot\mathbf R_j}.$$

The last step treats the phase as constant across a cell. At $E=kT$ and 300 K the wave number is about 0.017 per angstrom, so even for backscattering $q\simeq0.033$ per angstrom. The cell is about 3.7 angstrom wide, and the phase changes by only about 0.12 across it.

Now square and average. Terms with $i\neq j$ contain $\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0$. The $N$ diagonal terms remain:

$$\langle|V_{\mathbf k'\mathbf k}|^2\rangle=\frac{\Omega^2}{V^2}\,N\,x(1-x)U^2=\frac{\Omega}{V}\,x(1-x)U^2 .$$

The result does not depend on the angle between $\mathbf k$ and $\mathbf k'$. Clustering or ordering of the cations would restore the terms with $i\ne j$ and change it.

### 2. The scattering rate

Spin is conserved, so the density of final states $g$ is counted per spin. The sum over $\mathbf k'$ becomes $V\int d^3k'/(2\pi)^3$, and $dk/dE=m/k$, so per unit volume

$$g(E)=\frac{4\pi k^2}{8\pi^3}\frac{dk}{dE}=\frac{mk}{2\pi^2}=\frac{m\sqrt{2mE}}{2\pi^2}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2}.$$

The golden rule then gives

$$\frac1\tau=2\pi\sum_{\mathbf k'}\langle|V_{\mathbf k'\mathbf k}|^2\rangle\,\delta(E_{k'}-E_k)=2\pi\,x(1-x)U^2\Omega\,g(E).$$

The crystal volume has cancelled. Inserting $g$ and using $(2m)^{3/2}/2=\sqrt2\,m^{3/2}$,

$$\frac1\tau=\frac{\sqrt2}{\pi}\,x(1-x)U^2\Omega\,m^{3/2}\sqrt E .$$

Faster electrons are scattered more often because they have more states to go to.

This is the rate at which a state is emptied. If $W_{\mathbf k'\mathbf k}$ is the transition rate, momentum is lost at the rate

$$-\frac{d\mathbf k}{dt}=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}(\mathbf k-\mathbf k')=\frac{\mathbf k}{\tau}-\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}\,\mathbf k' .$$

Here $W$ is the same for all directions of $\mathbf k'$, so the last sum vanishes: $\mathbf k'$ and $-\mathbf k'$ cancel. The momentum relaxation time is therefore $\tau$ itself.

Both statements were tested on waves propagated through a randomly occupied simple cubic lattice of $24^3$ sites, with $x=0.47$ and a step of 0.5 hopping energies. The initial states lay near the centre of that lattice's band, so the test bears on the golden rule and on isotropy, not on the long-wave approximation of section 1. With that lattice's own density of states, the golden rule predicts a decay rate of 0.0558 in units of hopping energy over $\hbar$. The occupation of the initial state decayed at 0.0556 and the velocity at 0.0551, as averages over 24 random lattices. The agreement required was 8%, to allow for the finite lattice, disorder strength and number of samples.

### 3. From scattering time to mobility

In a field $\mathcal E$ along $x$, an electron of charge $-1$ obeys $dk_x/dt=-\mathcal E$. Write the distribution as $f_0+f_1$, with $f_1$ linear in the field. In the steady state, the drift in $k$ space balances relaxation:

$$-\mathcal E\,v_x\frac{df_0}{dE}=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=\mathcal E\,\tau v_x\frac{df_0}{dE}.$$

The current density is minus the sum of $v_xf_1$ over both spins. On an energy shell the average of $v_x^2$ is $v^2/3=2E/3m$. The conductivity is thus

$$\sigma=2\int_0^\infty g\,\frac{2E}{3m}\,\tau\left(-\frac{df_0}{dE}\right)dE,\qquad n=2\int_0^\infty g f_0\,dE .$$

For Boltzmann statistics $f_0\propto e^{-E/kT}$ and $-df_0/dE=f_0/kT$. With $g\propto\sqrt E$,

$$\mu=\frac{\sigma}{n}=\frac{2}{3m\,kT}\,\frac{\int E^{3/2}\tau e^{-E/kT}dE}{\int E^{1/2}e^{-E/kT}dE}.$$

Integration by parts gives $\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE$. Replacing the denominator by means of this identity,

$$\mu=\frac{\langle\tau\rangle}{m},\qquad \langle\tau\rangle=\frac{\int E^{3/2}\tau e^{-E/kT}dE}{\int E^{3/2}e^{-E/kT}dE}.$$

Set $u=E/kT$. Since $\tau=\tau(kT)\,u^{-1/2}$,

$$\langle\tau\rangle=\tau(kT)\,\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty u^{3/2}e^{-u}du}=\tau(kT)\,\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\,\tau(kT),$$

because $\Gamma(2)=1$ and $\Gamma(5/2)=3\sqrt\pi/4$. The average is shorter than $\tau(kT)$ since fast electrons, which scatter more, carry much of the current. Inserting $\tau(kT)$,

$$\mu=\frac1m\,\frac{4}{3\sqrt\pi}\,\frac{\pi}{\sqrt2\,x(1-x)U^2\Omega m^{3/2}\sqrt{kT}} .$$

The numerical factor is $4\sqrt\pi/(3\sqrt2)=2\sqrt{2\pi}/3$, so

$$\boxed{\;\mu=\frac{2\sqrt{2\pi}}{3\,x(1-x)\,U^2\,\Omega\,m^{5/2}\sqrt{kT}}\;}$$

In SI units the numerator gains the factor $e\hbar^4$, and $m$ becomes the mass in kilograms. Of the power $m^{-5/2}$, a factor $m^{-3/2}$ comes from the density of states and $m^{-1}$ from inertia. With the other parameters fixed, $\mu\propto T^{-1/2}$: the disorder is frozen, but warmer electrons meet a larger density of states.

### 4. The numbers

The primitive cell has volume $\Omega=5.87^3/4=50.6$ angstrom$^3$, and $x(1-x)=0.249$. At 300 K, $kT=0.02585$ eV and the density of states per spin at this energy is $4.55\times10^{-6}$ per eV and angstrom$^3$. With $\hbar$ restored,

$$\frac{\hbar}{\tau(kT)}=2\pi\times0.2491\times0.6^2\times50.57\times4.547\times10^{-6}\ \text{eV}=1.30\times10^{-4}\ \text{eV}.$$

Dividing $\hbar=6.58\times10^{-16}$ eV s by this gives $\tau(kT)=5.08$ ps. The thermal average is $0.7523\times5.08=3.82$ ps. With $e/m_e=1.759\times10^{11}$ C/kg,

$$\mu=\frac{1.759\times10^{11}\times3.82\times10^{-12}}{0.041}=16.4\ \text{m}^2/\text{Vs}=1.64\times10^5\ \text{cm}^2/\text{Vs}.$$

At 77 K the mobility is larger by $\sqrt{300/77}=1.97$, which gives $3.24\times10^5$ cm$^2$/Vs. Boltzmann statistics are harder to satisfy there: the effective density of states $N_c$ of Variation 2 is only $2.7\times10^{16}$ cm$^{-3}$ at 77 K, and at $10^{16}$ cm$^{-3}$ Fermi statistics already lower the value by 5%, to about $3.1\times10^5$ cm$^2$/Vs. Numerical integration of the Boltzmann expression agrees with the boxed formula at both temperatures.

### 5. How far the answer can be trusted

**Weak scattering.** The golden rule needs a level broadening $\hbar/\tau$ well below the electron energy. At $E=kT$ the ratio $E\tau/\hbar$ is 200. The ratio is proportional to $\sqrt E$, so the condition fails only for a negligible group of very slow electrons.

Within the effective-mass model, the first Born approximation can be judged from one repulsive sphere of volume $\Omega$ and height 0.6 eV. This uses the band-edge mass even at wave numbers comparable to the inverse cell size, where the real band no longer follows the parabola, so it does not settle the accuracy for the real crystal. Its true zero-energy cross-section is 0.973 of the Born value. The actual steps relative to the average crystal, $(1-x)U=0.32$ eV and $-xU=-0.28$ eV, are smaller still.

**Nonparabolic band.** In a narrow-gap material the band rises less steeply than the parabola away from its edge. A common description is $k^2/2m=\gamma(E)=E(1+\alpha E)$ with $\alpha=(1-m)^2/E_g$. For a rough gap of 0.74 eV, $\alpha=1.24$ per eV.

In the conductivity the product $g\tau$ is still constant, which leaves the factor $v^2=2\gamma/(m\gamma'^2)$. This is smaller than $2E/m$, because $(1+\alpha E)/(1+2\alpha E)^2<1$. The density at given Fermi level is larger, because $g\propto\sqrt\gamma\,\gamma'$. Both changes lower $\mu$, and the result is $1.23\times10^5$ cm$^2$/Vs, 25% below the parabolic value.

The Bloch states also lose part of their s character with energy. If the disorder acts on the s part alone, the rate is multiplied by $[(1+\alpha E)/(1+2\alpha E)]^2$ and the mobility recovers to $1.37\times10^5$ cm$^2$/Vs, 16% below the parabolic value. Disorder acting on the p part is left out of this estimate.

**Comparison with the real material.** The mass, composition and lattice constant are typical of In$_{0.53}$Ga$_{0.47}$As. The alloy potential is a model parameter, and it enters squared: a 10% larger $U$ lowers $\mu$ by 17%. The assumption that real samples break most strongly is that alloy disorder acts alone. The room-temperature mobility of good, lightly doped material is roughly $10^4$ cm$^2$/Vs, far below the value computed here.

The difference is mainly due to polar optical phonons. With a rough phonon energy of 0.033 eV and rough dielectric constants of 13.9 (static) and 11.6 (high frequency), a momentum-relaxation estimate gives a phonon-limited mobility of about $2.5\times10^4$ cm$^2$/Vs. It is an estimate because polar scattering both changes the energy and depends on the angle, so that it has no strict relaxation time. The estimate is too high: solving the Boltzmann equation with the transfer of electrons between energies included gives about $1.8\times10^4$ cm$^2$/Vs for the same parameters. Screened ionized impurities at $10^{16}$ cm$^{-3}$, with an equal electron density, would alone allow about $2.9\times10^5$ cm$^2$/Vs.

When the rates are added at each energy before averaging, phonons and impurities together give $1.67\times10^4$ cm$^2$/Vs. Including alloy scattering lowers this to $1.49\times10^4$ cm$^2$/Vs, a loss of 11%. The fuller solution gives about $1.5\times10^4$ and $1.4\times10^4$ cm$^2$/Vs instead, a loss of 9%. So the alloy term is a modest correction at 300 K in this model. Other phonons, intervalley transfer and nonparabolicity are missing from this total.

Within the relaxation-time estimate, adding inverse mobilities would have given $2.3\times10^4$ cm$^2$/Vs for phonons and impurities, well above $1.67\times10^4$. In the fuller solution the rule also gives too high a value, but by a smaller margin. That rule requires all relaxation times to have the same energy dependence, which they do not.

**Field strength.** With the relaxation-time total of $1.49\times10^4$ cm$^2$/Vs, the extrapolated drift speed would reach the thermal speed, $5.8\times10^7$ cm/s, at about 3.9 kV/cm. The low-field treatment fails well before this, because the field heats the electrons. Balancing the power taken from the field against the energy lost to the polar phonons, with a Maxwell distribution at a raised electron temperature, gives a rise of 10% already at about 0.75 kV/cm. The fields should stay at a few hundred V/cm or less.

## Variation 1: the same potential in a larger volume

*Suppose the 0.6 eV step fills a sphere around each cation whose radius is the nearest-neighbour distance. What happens to the mobility?*

For long waves the matrix element contains only the integral of the step over its volume. The cell volume in that integral must be replaced by the sphere volume $\Omega_s$, while the number of sites stays $V/\Omega$. The rate therefore grows by $(\Omega_s/\Omega)^2$.

The nearest-neighbour distance is $\sqrt3a/4$, so

$$\Omega_s=\frac{4\pi}{3}\,\frac{3\sqrt3\,a^3}{64}=\frac{\sqrt3\,\pi a^3}{16},\qquad \left(\frac{\Omega_s}{\Omega}\right)^2=\left(\frac{\sqrt3\,\pi}{4}\right)^2=\frac{3\pi^2}{16}=1.85 .$$

The mobility at 300 K drops to $1.64\times10^5/1.85=8.9\times10^4$ cm$^2$/Vs. This change is larger than that from nonparabolicity. An alloy potential in eV has a definite meaning only together with the volume it fills. To keep the same mobility in the sphere convention, $U$ would have to be reduced by $\sqrt{1.85}=1.36$, to 0.44 eV.

## Variation 2: higher electron density

*Keep the parabolic band and 300 K, but raise the electron density to $10^{17}$ cm$^{-3}$. What is the alloy mobility now, and what is its strongly degenerate limit?*

The product $g\tau=B=1/[2\pi x(1-x)U^2\Omega]$ does not depend on energy. For any $f_0$, the conductivity becomes, after integration by parts,

$$\sigma=\frac{4B}{3m}\int_0^\infty E\left(-\frac{df_0}{dE}\right)dE=\frac{4B}{3m}\int_0^\infty f_0\,dE=\frac{4B\,kT}{3m}\ln(1+e^\eta).$$

Here $\eta$ is the Fermi level above the band edge divided by $kT$, and $f_0$ is the Fermi function. At low density $\ln(1+e^\eta)\to e^\eta$ and $n\to N_ce^\eta$, with $N_c=2(m\,kT/2\pi)^{3/2}$. Dividing $\sigma/n$ by this limit, which is the Boltzmann mobility $\mu_0$, gives

$$\frac{\mu}{\mu_0}=\frac{N_c\ln(1+e^\eta)}{n}.$$

For the present mass $N_c=2.08\times10^{17}$ cm$^{-3}$, and the required density corresponds to $\eta=-0.565$. Then $\ln(1+e^\eta)=0.450$ and the ratio is $2.08\times0.450=0.94$. The mobility is $1.54\times10^5$ cm$^2$/Vs, 6% below the low-density value: the Pauli principle pushes electrons to higher energies, where alloy scattering is faster.

For $\eta\gg1$, $kT\ln(1+e^\eta)\to E_F$ and $\sigma\to4BE_F/3m$. Since $n=(2mE_F)^{3/2}/3\pi^2$, the mobility falls as $E_F^{-1/2}\propto n^{-1/3}$ and no longer depends on temperature. In a real sample this regime would need the nonparabolic band, because $\alpha E_F$ grows with density, and the dopants that supply the electrons would add their own scattering.

The main computed values are in the numerical output below; the fuller phonon solution quoted in section 5 is not part of it.

## Table of computed values

```
Ga fraction x: 0.47
effective mass ratio: 0.041
alloy potential U: 0.6 eV
lattice constant (rough): 5.87 angstrom
temperature: 300 K
thermal energy kT: 0.02585 eV
disorder factor x(1-x): 0.2491
primitive-cell volume: 50.57 angstrom^3
density of states per spin at kT: 4.547e-06 1/(eV angstrom^3)
scattering time at E = kT: 5.081 ps
ratio mean time / time at kT: 0.7523
mean scattering time: 3.822 ps
alloy mobility, numerical integral: 1.64e+05 cm2/Vs
alloy mobility, closed formula: 1.64e+05 cm2/Vs
alloy mobility at 77 K: 3.237e+05 cm2/Vs
sphere convention: rate factor: 1.851
sphere convention: mobility: 8.861e+04 cm2/Vs
box count / density-of-states formula: 0.99843
lattice test: golden-rule rate: 0.05579 hopping/hbar
lattice test: state decay rate: 0.05561 hopping/hbar
lattice test: velocity decay rate: 0.05507 hopping/hbar
band gap (rough): 0.74 eV
nonparabolicity: 1.243 1/eV
nonparabolic alloy mobility, full overlap: 1.233e+05 cm2/Vs
nonparabolic alloy mobility, s disorder only: 1.373e+05 cm2/Vs
higher carrier density: 1e+17 cm^-3
Fermi level above band edge / kT: -0.5654
alloy mobility at higher density: 1.537e+05 cm2/Vs
one-cell cross-section, exact / Born: 0.9734
kT times scattering time / hbar: 199.6
polar phonon energy (rough): 0.033 eV
static dielectric constant (rough): 13.9
high-frequency dielectric constant (rough): 11.6
polar-phonon mobility estimate: 2.52e+04 cm2/Vs
carrier and ion density: 1e+16 cm^-3
ionized-impurity mobility estimate: 2.91e+05 cm2/Vs
total mobility without alloy term: 1.67e+04 cm2/Vs
total mobility with alloy term: 1.49e+04 cm2/Vs
loss due to alloy term: 10.9 %
thermal speed: 5.77e+07 cm/s
field where drift would reach thermal speed: 3.87 kV/cm
```
